# Cyclopentane pseudorotation as a free rotor: leading order and first corrections

## The physical situation

A planar ring of five CH₂ groups has eclipsed neighbouring C–H bonds. Cyclopentane relieves this by puckering, with an amplitude of roughly 0.4 Å. The pucker need not stay on one atom: each carbon can move up or down a little, in sequence, so that the pattern travels round the ring while each atom stays near its own place and the ring does not turn along with the pattern. This is pseudorotation. What are its energy levels, and what sets their spacing?

When the energy depends only weakly on where the pucker sits and the amplitude $q$ is stiffly held, the motion is that of a free rotor. If each CH₂ group follows its local CCC frame, the mass that enters is larger than that of a CH₂ group. In the Cremer–Pople phase $\phi$ the result is

$$E_l=Bl^2,\qquad B=\frac{\hbar^2}{2\mu q^2},\qquad l=0,\pm1,\pm2,\dots$$

with $\mu$ derived below. Hartree atomic units ($\hbar=m_e=1$) are used from here on, with main results also in cm⁻¹. The total angular momentum is zero, and vibrations other than puckering are left out.

## The coordinate convention

Let $z_j$ be the height of carbon $j$ above the Cremer–Pople mean plane:

$$z_j=\sqrt{\tfrac25}\,q\cos\phi_j,\qquad \phi_j=\phi+\frac{4\pi(j-1)}5,\qquad j=1,\dots,5 .$$

The five angles $2\phi_j$ are equally spaced round the circle, so $\sum_j\cos2\phi_j=\sum_j\sin2\phi_j=0$. Hence

$$\sum_j\cos^2\phi_j=\sum_j\sin^2\phi_j=\tfrac52,\qquad \sum_j\sin\phi_j\cos\phi_j=0,$$

and $\sum_jz_j^2=q^2$. Since $\dot z_j=\sqrt{2/5}\,(\dot q\cos\phi_j-q\dot\phi\sin\phi_j)$, the same sums give

$$\sum_j\dot z_j^2=\dot q^2+q^2\dot\phi^2. \tag{1}$$

Thus $(q,\phi)$ are plane polar coordinates, and $\phi$ has period $2\pi$. If each CH₂ group were a point of mass $m$ moving vertically, the kinetic energy would be $\frac m2(\dot q^2+q^2\dot\phi^2)$.

## The hydrogens and the effective mass

Take equal CC lengths $r$, and let each CH₂ group follow its local CCC frame. The hydrogens lie at distance $h_r$ from their carbon along the outward bisector of the CCC angle, and at $\pm h_z$ along the normal to the CCC plane.

Reflection in the mean plane reverses all $z_j$ but leaves the in-plane carbon positions unchanged. Those positions are therefore even in $q$, and their changes start at $q^2$. To first order only the vertical bond components matter.

At carbon $j$ let $\mathbf e_r$ point outward, $\mathbf e_t$ along the ring towards $j+1$, and $\mathbf e_z$ upward. Let $\mathbf u_\pm$ be the unit vectors to the neighbours $j\pm1$. In the planar ring, whose interior angle is 108°,

$$\mathbf u_++\mathbf u_-=-2\sin36^\circ\,\mathbf e_r,\qquad \mathbf u_+-\mathbf u_-=2\cos36^\circ\,\mathbf e_t .$$

Puckering adds $(z_{j\pm1}-z_j)/r$ to the vertical components. Since $\phi_{j\pm1}=\phi_j\pm144^\circ$,

$$z_{j+1}+z_{j-1}=-2z_j\cos36^\circ,\qquad z_{j+1}-z_{j-1}=-2\sqrt{\tfrac25}\,q\sin36^\circ\sin\phi_j .$$

The outward bisector, along $-(\mathbf u_++\mathbf u_-)$, becomes $\mathbf e_r+\beta_j\mathbf e_z$ with

$$\beta_j=\frac{2z_j-z_{j+1}-z_{j-1}}{2r\sin36^\circ}
=\frac{z_j}{r}\,\frac{1+\cos36^\circ}{\sin36^\circ}=\frac{z_j}{r}\cot18^\circ .$$

The tangent, along $\mathbf u_+-\mathbf u_-$, becomes $\mathbf e_t+\tau_j\mathbf e_z$ with

$$\tau_j=\frac{z_{j+1}-z_{j-1}}{2r\cos36^\circ}=-\frac{\tan36^\circ}{r}\sqrt{\tfrac25}\,q\sin\phi_j .$$

The normal must be perpendicular to both, so to first order it is $\mathbf e_z-\beta_j\mathbf e_r-\tau_j\mathbf e_t$. The two hydrogen displacements are then

$$(z_j+h_r\beta_j)\,\mathbf e_z\mp h_z(\beta_j\mathbf e_r+\tau_j\mathbf e_t).$$

The first term says that a rising carbon tilts its CH₂ group upward, so the hydrogens rise further than the carbon. The second is their sideways swing.

The $\beta_j$ are proportional to $z_j$. The $\tau_j$ have the same form with the phase advanced by 90°, because $-\sin\phi_j=\cos(\phi_j+90^\circ)$. Equation (1) therefore applies to both sets:

$$\sum_j\dot\beta_j^2=\frac{\cot^218^\circ}{r^2}(\dot q^2+q^2\dot\phi^2),\qquad
\sum_j\dot\tau_j^2=\frac{\tan^236^\circ}{r^2}(\dot q^2+q^2\dot\phi^2).$$

With $\cos36^\circ=(1+\sqrt5)/4$ one finds

$$\cot^218^\circ=\frac{1+\cos36^\circ}{1-\cos36^\circ}=5+2\sqrt5,\qquad
\tan^236^\circ=\frac1{\cos^236^\circ}-1=5-2\sqrt5,$$

whose sum is 10. Adding one carbon and two hydrogens per site gives

$$T=\frac\mu2(\dot q^2+q^2\dot\phi^2),\qquad
\mu=m_C+2m_H\left[\left(1+\frac{h_r\cot18^\circ}{r}\right)^2+\frac{10h_z^2}{r^2}\right]. \tag{2}$$

Overall rotation does not alter this order. The heights and tilts vary round the ring as a second harmonic, whereas the lever arms and directions entering the horizontal components of angular momentum vary as a first harmonic, so those sums vanish. The sideways swings of the two hydrogens on a carbon are opposite, which cancels the first-order vertical component. The remaining angular momentum is of order $q^2\dot\phi$ for motion in $\phi$, and removing its rotational energy changes $T$ at order $q^4\dot\phi^2$.

## Leading order: the rotor

Because $\mu$ is constant in (2), the kinetic operator is the plane Laplacian divided by $-2\mu$. For a potential $V(q)$ set $\Psi=q^{-1/2}u(q)e^{il\phi}$. Single-valuedness under $\phi\to\phi+2\pi$ makes $l$ an integer, and

$$-\frac1{2\mu}u''+\left[V(q)+\frac{l^2-\frac14}{2\mu q^2}\right]u=Eu. \tag{3}$$

If a deep minimum holds $q$ near $q_0$, the $l$-dependent energy is $Bl^2$ with $B=1/(2\mu q_0^2)$. Levels with $l\neq0$ are doubly degenerate, one state for each sense of travel, and the interval from $|l|$ to $|l|+1$ is $(2|l|+1)B$.

Now use the half-angle $\chi=\phi/2$. The angular kinetic energy is $\frac\mu2q^2(2\dot\chi)^2$, so the operator is $-(8\mu q^2)^{-1}\partial_\chi^2$, with eigenvalues $n^2/(8\mu q^2)$ on $e^{in\chi}$. But $\chi$ and $\chi+\pi$ describe the same ring, so $e^{in\pi}=1$ and $n=2l$ is even. The levels are again $l^2/(2\mu q^2)$. Combining the factor $1/8$ with all integers would make the first interval four times too small.

## First correction: radial zero-point motion

Take the model potential $V=D[(q/q_0)^2-1]^2$, where $D$ is the barrier at the planar ring. With $q=q_0(1+x)$,

$$V=D(4x^2+4x^3+x^4).$$

The quadratic term gives $\omega^2=8D/(\mu q_0^2)=16BD$. The expansion parameter is therefore

$$\frac B\omega=\frac14\sqrt{\frac BD}.$$

The harmonic ground state has $\langle x^2\rangle=1/(2\mu\omega q_0^2)=B/\omega$. The mean force in a stationary state is zero, so $8\langle x\rangle+12\langle x^2\rangle=0$ to this order, and $\langle x\rangle=-\frac32\langle x^2\rangle$. The $-\frac14$ term in (3) shifts $\langle x\rangle$ only at order $(B/\omega)^2$. Then

$$\langle(1+x)^{-2}\rangle\simeq1-2\langle x\rangle+3\langle x^2\rangle=1+6\frac B\omega,$$

$$B_{\rm av}\simeq B\left(1+\frac{6B}{\omega}\right). \tag{4}$$

Half of the correction comes from the curvature of $1/q^2$ and half from the softer inner wall, which moves the mean amplitude inward. Strictly, the $l=0$ average of $1/q^2$ diverges logarithmically, because the wavefunction does not vanish at the planar ring. The coefficient is set by the tunnelling density there. It is negligible when $D$ is several times $\omega$, as for the values used below, but not for a low planar barrier.

Pseudorotation also stretches the pucker. The term $Bl^2(1+x)^{-2}$ contributes $-2Bl^2x$ to the potential. Minimizing $4Dx^2-2Bl^2x$ lowers the energy by

$$\frac{(2Bl^2)^2}{16D}=\frac{4B^3l^4}{\omega^2}.$$

Relative to $Bl^2$ this is $4(B/\omega)^2l^2$, one order beyond (4).

The opposite limit shows what the planar barrier does. If the planar ring were the minimum, with $V=\frac12\mu\omega^2q^2$, equation (3) would be that of a two-dimensional oscillator. Its lowest level for each $l$ is $(|l|+1)\omega$, linear in $|l|$. The $l^2$ pattern therefore needs $B\ll\omega$ as well as weak dependence on $\phi$. The condition is demanding: since $D/\omega=\omega/(16B)$, the value $B/\omega=0.05$ means $D=1.25\,\omega$, and the $|l|=2$ level then lies only about 3.4 times as high as the $|l|=1$ level instead of 4 times.

## Why the phase dependence is weak, and what it does

Rotating the ring by one site and permuting identical nuclei shifts $\phi$ by $4\pi/5$. Reflection in the mean plane shifts it by $\pi$. The difference is $\pi/5$, so $V(q,\phi+\pi/5)=V(q,\phi)$. A vertical mirror plane through atom 1 sends $\phi$ to $-\phi$, leaving cosines. The first allowed harmonic is $\cos10\phi$.

If $V$ is analytic at the planar ring, it is a power series in $w=qe^{i\phi}$ and $w^*$. A term $w^aw^{*b}$ equals $q^{a+b}e^{i(a-b)\phi}$, and $a-b=\pm10$ requires at least ten powers of $q$. The $\cos10\phi$ term thus starts at $q^{10}$. This makes a weak dependence plausible, but it does not bound the barrier at finite $q$, since the coefficient is unknown.

Suppose a barrier $W$ remains: $V_\phi=\frac W2(1-\cos10\phi)$. Apart from a constant, it couples $l$ to $l\pm10$ with matrix element $-W/4$. The energy separations are $(100\pm20l)B$, so for $|l|\le4$ and $W/4\ll(100-20|l|)B$ second-order perturbation theory gives

$$\Delta E_l=-\frac{W^2}{16B}\left[\frac1{100+20l}+\frac1{100-20l}\right]. \tag{5}$$

The bracket is $1/50$ for $l=0$ and $1/120+1/80=1/48$ for $|l|=1$. The first interval is therefore

$$E_1-E_0\simeq B-\frac{W^2}{16B}\left(\frac1{48}-\frac1{50}\right).$$

The two fractions nearly cancel, so even $W>B$ barely disturbs the lowest interval. The states $l=\pm5$ are different: they are degenerate and directly coupled, and they split in first order by $2(W/4)=W/2$.

For a high barrier the rotor picture fails. Near a minimum $V_\phi\simeq25W\phi^2$, and with kinetic operator $-B\partial_\phi^2$ the local frequency is $10\sqrt{WB}$. The harmonic zero-point energy $5\sqrt{WB}$ lies below the barrier top only when $W>25B$, so the single-well picture cannot apply for smaller $W$. The exact ground level never exceeds $W/2$, the mean of $V_\phi$ in the $l=0$ state. For $W\gg25B$ the ring vibrates in one of ten wells and tunnels between them.

## Evaluation

The numbers describe a cyclopentane-like model with round parameters, not a computed structure: $r=2.9\,a_0$, CH length $2.1\,a_0$, tetrahedral HCH angle and $q_0=0.8\,a_0$ (0.423 Å). Then $h_r=1.2124\,a_0$ and $h_z=1.7146\,a_0$, and the bracket in (2) is

$$\left(1+\frac{1.2124\times3.0777}{2.9}\right)^2+\frac{10(1.7146)^2}{(2.9)^2}=5.229+3.496=8.725 .$$

With $m_C=21874.7$ and $m_H=1837.2$,

$$\mu=21874.7+2(1837.2)(8.725)\simeq5.393\times10^4\,m_e,$$

or 29.6 u. This is 2.11 times the CH₂ mass. The rotor constant is

$$B=\frac1{2(5.393\times10^4)(0.8)^2}=1.449\times10^{-5}\ \text{hartree}=3.18\ \text{cm}^{-1}.$$

A point-mass CH₂ group would give 6.71 cm⁻¹. Using $1/(8mq^2)$ with that mass and all integers would give 1.68 cm⁻¹. All three are of the same order of magnitude, so a rough size cannot decide between them. In the half-angle form the constant is 0.795 cm⁻¹, and the first allowed value $n=2$ restores $4\times0.795=3.18$ cm⁻¹.

For $D=0.008$ hartree (1756 cm⁻¹), $\omega=298.9$ cm⁻¹ and $B/\omega=0.0106$. Equation (4) predicts

$$B_{\rm av}\simeq3.179(1+0.064)=3.38\ \text{cm}^{-1}.$$

Diagonalization in the Cartesian coordinates $q\cos\phi$ and $q\sin\phi$, which assumes no separation of $q$ from $\phi$, gives a ground-state average of 3.41 cm⁻¹. The first correction thus accounts for most of the 7.2% rise above $B$. The levels $|l|=1,2,3$ lie at 3.406, 13.600 and 30.506 cm⁻¹, or 0.9994, 3.990 and 8.950 times $B_{\rm av}$. Their shortfalls from $l^2B_{\rm av}$ are 0.06%, 0.25% and 0.55%, growing as $l^2$ as derived. The leading estimate $4(B/\omega)^2l^2$ gives 0.045%, 0.18% and 0.41%, about three quarters of the computed shortfall at every $l$. The $l^2$ law holds, but its coefficient carries corrections beyond leading order in $B/\omega$ that are not derived here.

Formula (2) is itself a small-$q$ result. Differentiating full three-dimensional ring geometries, with overall rotation removed, confirms it at small amplitude; the relative deviation grows fourfold when $q$ doubles, as an order-$q^2$ correction should. At $q=0.8\,a_0$ the moment exceeds $\mu q^2$ by 1.8%, lowering the fixed-amplitude constant to 3.12 cm⁻¹. Bond lengths alone do not fix the in-plane ring shape, so a small-displacement rule was used. The shape they leave free is a second harmonic round the ring, whereas products of two heights contain only the zeroth and first harmonics; it is therefore first driven at order $q^4$ and does not enter the order-$q^2$ correction. The 1.8% does rest on equal bond lengths and on hydrogens that follow the local frame. With this rule the moment varies by less than one part in a million over the sampled phases. The size of that variation depends on the rule, and another in-plane rule can give about one part in $10^5$.

Applying both corrections as independent factors gives $3.41/1.018\simeq3.3$ cm⁻¹. The choice of amplitude matters more: at fixed $\mu$, $B$ is 4.15 cm⁻¹ for $q=0.7\,a_0$ and 2.51 cm⁻¹ for $q=0.9\,a_0$. Within this model the estimate is therefore about 3 cm⁻¹. A change of $0.1\,a_0$ in $q$ outweighs both corrections; the assumption that the hydrogens rigidly follow the local frame, which fixes $\mu$, can matter more than either of them. As a rough indication, small-basis Hartree–Fock (3-21G) energies of the model envelope at $q=0.8\,a_0$ are lowest for tilts $\beta_j$ and $\tau_j$ about 14% and 6% larger, each optimized separately. That would raise $\mu$ by about 13% and lower $B$ to about 2.8 cm⁻¹.

Finally, take $W=5\times10^{-5}$ hartree (10.97 cm⁻¹), so that $W/B=3.45$. Then $W^2/(16B)=2.37$ cm⁻¹, and the first interval changes by $-2.37(1/48-1/50)=-0.002$ cm⁻¹. Diagonalizing the hindered rotor gives 3.177 cm⁻¹ for that interval, against 3.179 without the barrier. The $l=\pm5$ pair splits by 5.49 cm⁻¹, close to $W/2$. A barrier more than three times $B$ thus leaves the lowest interval free-rotor-like while plainly marking the fifth pair.

The tenfold symmetry and its power law were tested on the nuclear repulsion of the model ring, a function with the required symmetry but not the molecular potential. Its first significant harmonic is the tenth, and between $q=0.24$ and $0.30\,a_0$ that harmonic grows as $q^{9.90}$, near the limiting power 10. The full values are in the numerical output below.

## Values computed for the example and the checks

```
CC length r                          2.90 bohr
CH length                            2.10 bohr
HCH angle                            109.47 deg
offset h_r                           1.2124 bohr
offset h_z                           1.7146 bohr
puckering amplitude q                0.80 bohr
puckering amplitude q                0.423 angstrom
cot 18 deg                           3.0777
tan 36 deg                           0.7265
carbon mass                          21874.7 m_e
hydrogen mass                        1837.2 m_e
CH2 point mass                       25549.0 m_e
effective mass mu                    53932.7 m_e
effective mass mu                    29.59 u
mu / CH2 mass                        2.111
B = 1/(2 mu q^2)                     1.4486e-05 hartree
B = 1/(2 mu q^2)                     3.179 cm^-1
B with CH2 point mass                6.711 cm^-1
1/(8 m q^2), CH2 point mass          1.678 cm^-1
1/(8 mu q^2), half-angle constant    0.795 cm^-1
B at q = 0.7 bohr                    4.152 cm^-1
B at q = 0.9 bohr                    2.512 cm^-1
finite-q moment / (mu q^2)           1.0183
finite-q moment spread over phi      5.9e-07 (relative)
B from finite-q moment               3.122 cm^-1
planar barrier                       0.0080 hartree
planar barrier                       1756 cm^-1
harmonic radial quantum              298.9 cm^-1
B averaged over radial state         3.408 cm^-1
2D level l = +-1 above l = 0         3.406 cm^-1
  same divided by averaged B         0.9994
2D level l = +-2 above l = 0         13.600 cm^-1
  same divided by averaged B         3.9900
2D level l = +-3 above l = 0         30.506 cm^-1
  same divided by averaged B         8.9503
fitted power of q in cos(10 phi)     9.90
pseudorotation barrier W             5.0e-05 hartree
pseudorotation barrier W             10.97 cm^-1
W / B                                3.452
first gap with barrier W             3.1773 cm^-1
shift of first gap, formula          -0.00197 cm^-1
splitting of l = +-5                 5.487 cm^-1
```
